**Pair symmetry and Kleinman violation of the first hyperpolarizability**

The program examines $\beta_{ijk}(-\omega_\sigma;\omega_1,\omega_2)$, where $i$ is the output direction, $j$ and $k$ are the input directions, and $\omega_\sigma=\omega_1+\omega_2$. It finds the periodically driven state of a planar three-level model by diagonalizing a Floquet matrix, with and without a self-consistent mean field, and extracts $\beta$ from finite field differences. It asserts that these values agree with the sum-over-states and mean-field formulas to a relative $10^{-4}$, and that permuting indices together with frequencies leaves $\beta$ unchanged to the same tolerance. Symbolic differentiation confirms the coefficient $K$ in $\beta_{xxz}-\beta_{zxx}=K\omega^2+O(\omega^4)$ for second-harmonic generation, and the special case in which the violation starts at $\omega^4$. Further assertions cover the low-frequency factor of three between the second-harmonic and Pockels violations in a random real five-level model, and the linear growth when a complex dipole breaks time-reversal symmetry. For the chosen parameters the output shows a violation of 1 % of $\beta_{zxx}$ at 0.209 eV and 29 % at 1 eV. For the real-dipole cases, the largest difference between a driven-state value and the formula, relative to the formula value, is $1.0\times10^{-6}$.

## Numerical verification

```python
# RESULT UNDER TEST
# The first hyperpolarizability beta_ijk(-(w1+w2); w1, w2) is symmetric under
# simultaneous permutation of (index, frequency) pairs. Permuting indices alone
# (Kleinman symmetry) fails at finite frequency. For real states the failure in
# second-harmonic generation (SHG) of a planar three-level model is
#   beta_xxz - beta_zxx = K w^2 + O(w^4),
#   K = 12 a^2 d/O1^4 + 6 a b c (O2-2 O1)(O1+O2)/(O1^3 O2^3).
# O1, O2: excitation energies; a = <0|x|1>, b = <0|z|2>, c = <1|x|2> (dipoles);
# d: change of the z dipole from state 0 to state 1.
# Convention: p = p0 + alpha F + (1/2) beta F F, H = H0 - dipole.F,
# fields expanded in exp(-i w t). Units: eV, e*angstrom, V/angstrom;
# beta is then in e*angstrom^3/V^2. No damping.
import itertools
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq

X, Z = 0, 1


def make_dipoles(a, b, c, d1, d2, m00, phase=1, dtype=complex):
    """Dipole matrices (x, z); a phase other than 1 breaks time reversal."""
    dip_x = np.array([[0, a, 0],
                      [a, 0, c * phase],
                      [0, c * phase.conjugate(), 0]], dtype=dtype)
    dip_z = np.array([[m00, 0, b],
                      [0, m00 + d1, 0],
                      [b, 0, m00 + d2]], dtype=dtype)
    return [dip_x, dip_z]


def sos_beta(levels, dip, i, j, k, w1, w2):
    """Sum over states for beta_ijk(-(w1+w2); w1, w2)."""
    pairs = [(i, -(w1 + w2)), (j, w1), (k, w2)]
    total = 0
    excited = range(1, len(levels))
    for (p, wp), (q, _), (r, wr) in itertools.permutations(pairs):
        for m in excited:
            for n in excited:
                middle = dip[q][m, n] - (dip[q][0, 0] if m == n else 0)
                total += (dip[p][0, m] * middle * dip[r][n, 0]
                          / ((levels[m] + wp) * (levels[n] - wr)))
    return total


# ---- direct route: periodic driven state from the Floquet matrix ----
# Harmonics -3..3 suffice for second-order response; larger ones would only
# add high-order multiphoton resonances.
NH = 3
NB = 2 * NH + 1


def driven_dipole(levels, dip, drive, omega, kappa, g):
    """Harmonics of the induced dipole, self-consistent with the mean field."""
    dim = len(levels)
    static = np.array([dip[X][0, 0], dip[Z][0, 0]])
    diagonal = np.concatenate([np.array(levels) - n * omega
                               for n in range(-NH, NH + 1)])
    field = drive.copy()
    for _ in range(100):
        matrix = np.diag(diagonal).astype(complex)
        for h in range(-NH, NH + 1):
            coupling = -(field[h + NH, X] * dip[X] + field[h + NH, Z] * dip[Z])
            matrix += np.kron(np.eye(NB, k=-h), coupling)
        _, vectors = np.linalg.eigh(matrix)
        chosen = np.argmax(abs(vectors[NH * dim, :]))
        state = vectors[:, chosen].reshape(NB, dim)
        induced = np.zeros((NB, 2), dtype=complex)
        for axis in (X, Z):
            overlap = state.conj() @ dip[axis] @ state.T
            for h in range(-NH, NH + 1):
                induced[h + NH, axis] = np.trace(overlap, offset=h)
        induced[NH] -= static
        new_field = drive - kappa * induced
        for p, q, r in itertools.product((X, Z), repeat=3):
            if g[p, q, r] != 0:
                square = np.convolve(induced[:, q], induced[:, r])
                new_field[:, p] -= 0.5 * g[p, q, r] * square[NH:NH + NB]
        change = np.max(abs(new_field - field))
        field = new_field
        if change < 1e-16:
            break
    assert change < 1e-14
    return induced


FIELD = 5e-4  # V/angstrom, amplitude of each exponential component


def direct_beta(levels, dip, i, j, k, n1, n2, omega, kappa, g):
    """beta_ijk(-(n1+n2)w; n1 w, n2 w) from a mixed field difference."""
    total = 0
    for s1, s2 in itertools.product((1, -1), repeat=2):
        drive = np.zeros((NB, 2), dtype=complex)
        for sign, axis, n in ((s1, j, n1), (s2, k, n2)):
            drive[NH + n, axis] += sign * FIELD
            if n != 0:
                drive[NH - n, axis] += sign * FIELD
        response = driven_dipole(levels, dip, drive, omega, kappa, g)
        total += s1 * s2 * response[NH + n1 + n2, i]
    return total / (4 * FIELD**2)


# ---- model parameters ----
O1, O2 = 4.0, 6.0
A, B, C, D1, D2, M00 = 1.0, 0.8, 0.5, 1.0, 0.6, 0.4
LEVELS = [0.0, O1, O2]
DIP = make_dipoles(A, B, C, D1, D2, M00)
KAPPA = 0.5
G = np.zeros((2, 2, 2))
G[Z, Z, Z] = 0.2
for triple in set(itertools.permutations((Z, X, X))):
    G[triple] = 0.3
NO_G = np.zeros((2, 2, 2))


def bare_beta(i, j, k, w1, w2):
    return sos_beta(LEVELS, DIP, i, j, k, w1, w2).real


def bare_alpha(axis, w):
    return sum(2 * LEVELS[m] * abs(DIP[axis][0, m])**2
               / (LEVELS[m]**2 - w**2) for m in (1, 2))


def mean_field_beta(i, j, k, w1, w2):
    factors, alphas = 1.0, 1.0
    for axis, w in ((i, w1 + w2), (j, w1), (k, w2)):
        local = 1 / (1 + KAPPA * bare_alpha(axis, w))
        factors *= local
        alphas *= local * bare_alpha(axis, w)
    return factors * bare_beta(i, j, k, w1, w2) - G[i, j, k] * alphas


def violation(beta, w):
    return beta(X, X, Z, w, w) - beta(Z, X, X, w, w)


# ---- formulas against the driven state, without and with mean field ----
processes = [(Z, X, X, 1, 1), (X, X, Z, 1, 1), (X, Z, X, 2, -1),
             (Z, X, X, 1, 0), (X, Z, X, 1, 0), (X, X, Z, 1, 0),
             (Z, Z, Z, 1, 1)]
worst = 0.0
direct = {}
for w in (0.25, 0.5, 1.0):
    for label, kap, gg, formula in (("bare", 0.0, NO_G, bare_beta),
                                    ("mean", KAPPA, G, mean_field_beta)):
        for i, j, k, n1, n2 in processes:
            value = direct_beta(LEVELS, DIP, i, j, k, n1, n2, w, kap, gg)
            expected = formula(i, j, k, n1 * w, n2 * w)
            error = abs(value - expected) / abs(expected)
            worst = max(worst, error)
            # finite field amplitude leaves an error quadratic in the field
            assert error < 1e-4, (label, w, i, j, k, n1, n2, error)
            direct[label, w, i, j, k, n1, n2] = value.real
        shg = direct[label, w, Z, X, X, 1, 1]
        permuted = direct[label, w, X, Z, X, 2, -1]
        index_only = direct[label, w, X, X, Z, 1, 1]
        assert abs(shg - permuted) < 1e-4 * abs(shg)
        assert abs(shg - index_only) > 5e-3 * abs(shg)
        pockels_1 = direct[label, w, Z, X, X, 1, 0]
        pockels_2 = direct[label, w, X, Z, X, 1, 0]
        assert abs(pockels_1 - pockels_2) < 1e-4 * abs(pockels_1)

# ---- symbolic low-frequency expansion ----
s1, s2, w_s, a_s, b_s, c_s = sp.symbols("O1 O2 w a b c", positive=True)
d_s, e_s, m_s = sp.symbols("d e m", real=True)
dip_s = make_dipoles(a_s, b_s, c_s, d_s, e_s, m_s, dtype=object)
lev_s = [0, s1, s2]
diff_shg = (sos_beta(lev_s, dip_s, X, X, Z, w_s, w_s)
            - sos_beta(lev_s, dip_s, Z, X, X, w_s, w_s))
K_formula = (12 * a_s**2 * d_s / s1**4 + 6 * a_s * b_s * c_s
             * (s2 - 2 * s1) * (s1 + s2) / (s1**3 * s2**3))
K_derived = sp.diff(diff_shg, w_s, 2).subs(w_s, 0) / 2
assert sp.simplify(diff_shg.subs(w_s, 0)) == 0
assert sp.simplify(sp.diff(diff_shg, w_s).subs(w_s, 0)) == 0
assert sp.simplify(K_derived - K_formula) == 0
zxx_closed = (2 * a_s**2 * d_s / (s1**2 - w_s**2) + 2 * a_s * b_s * c_s
              * (1 / ((s1 - w_s) * (s2 - 2 * w_s))
                 + 1 / ((s1 + w_s) * (s2 + 2 * w_s))))
zxx_sum = sos_beta(lev_s, dip_s, Z, X, X, w_s, w_s)
assert sp.simplify(zxx_sum - zxx_closed) == 0
special = diff_shg.subs({d_s: 0, s2: 2 * s1})
quadratic = sp.diff(special, w_s, 2).subs(w_s, 0) / 2
quartic = sp.diff(special, w_s, 4).subs(w_s, 0) / 24
assert sp.simplify(quadratic) == 0
assert sp.simplify(quartic - 12 * a_s * b_s * c_s / s1**6) == 0

# ---- SHG violation is three times the Pockels one: random real model ----
rng = np.random.default_rng(7)
lev_r = [0.0, 4.0, 5.0, 6.5, 8.0]
dip_r = []
for _ in range(3):
    raw = rng.normal(size=(5, 5))
    dip_r.append((raw + raw.T) / 2)
w = 0.02
shg_list, pockels_list = [], []
for i, j, k in itertools.product(range(3), repeat=3):
    if i != j:
        shg_list.append((sos_beta(lev_r, dip_r, i, j, k, w, w)
                         - sos_beta(lev_r, dip_r, j, i, k, w, w)) / w**2)
        pockels_list.append((sos_beta(lev_r, dip_r, i, k, j, w, 0.0)
                             - sos_beta(lev_r, dip_r, j, k, i, w, 0.0)) / w**2)
shg_list, pockels_list = np.array(shg_list), np.array(pockels_list)
assert np.max(abs(shg_list)) > 1e-3
# the remainder is of relative order (w/excitation energy)^2
assert np.max(abs(shg_list - 3 * pockels_list)) < 2e-3 * np.max(abs(shg_list))
ratio = shg_list @ pockels_list / (pockels_list @ pockels_list)

# ---- without time reversal the violation is linear in frequency ----
DIP_C = make_dipoles(A, B, C, D1, D2, M00, phase=np.exp(0.7j))
for i, j, k in ((Z, X, X), (X, X, Z)):
    value = direct_beta(LEVELS, DIP_C, i, j, k, 1, 1, 1.0, 0.0, NO_G)
    expected = sos_beta(LEVELS, DIP_C, i, j, k, 1.0, 1.0)
    assert abs(value - expected) < 1e-4 * abs(expected)
forward = direct_beta(LEVELS, DIP_C, Z, X, X, 1, 1, 1.0, 0.0, NO_G)
swapped = direct_beta(LEVELS, DIP_C, X, Z, X, -2, 1, 1.0, 0.0, NO_G)
assert abs(forward.imag) > 1e-3
assert abs(forward - swapped) < 1e-4 * abs(forward)


def complex_violation(w):
    return abs(sos_beta(LEVELS, DIP_C, X, X, Z, w, w)
               - sos_beta(LEVELS, DIP_C, Z, X, X, w, w))


exponent_complex = np.log2(complex_violation(0.02) / complex_violation(0.01))
assert abs(exponent_complex - 1) < 0.01

# ---- exponents and worked numbers ----
exponent_bare = np.log2(violation(bare_beta, 0.1) / violation(bare_beta, 0.05))
exponent_mean = np.log2(violation(mean_field_beta, 0.1)
                        / violation(mean_field_beta, 0.05))
assert abs(exponent_bare - 2) < 0.02 and abs(exponent_mean - 2) < 0.02
K = float(K_formula.subs({s1: O1, s2: O2, a_s: A, b_s: B, c_s: C, d_s: D1}))
beta_static = bare_beta(Z, X, X, 0.0, 0.0)
one_percent = brentq(lambda w: violation(bare_beta, w)
                     / bare_beta(Z, X, X, w, w) - 0.01, 0.02, 1.0)
bohr = constants.physical_constants["Bohr radius"][0] / constants.angstrom
hartree = constants.physical_constants["Hartree energy in eV"][0]
au_beta = bohr**3 / hartree**2

U = "e A^3/V^2"
print(f"Excitation energies O1, O2: {O1:.1f}, {O2:.1f} eV")
print(f"Transition dipoles a, b, c: {A:.1f}, {B:.1f}, {C:.1f} e A")
print(f"z dipole of state 0: {M00:.1f} e A")
print(f"z dipole changes, states 1 and 2: {D1:.1f}, {D2:.1f} e A")
print(f"Static beta_zxx = beta_xxz: {beta_static:.5f} {U}")
print(f"  d part: {2*A*A*D1/O1**2:.5f}, abc part: {4*A*B*C/(O1*O2):.5f} {U}")
print(f"Static beta in atomic units: {beta_static/au_beta:.1f} a.u.")
print(f"K: {K:.6f} {U} per eV^2")
print(f"K over static beta: {K/beta_static:.4f} per eV^2")
print(f"SHG, no mean field; beta, difference and K w^2 in {U}")
print("w (eV)  beta_zxx  beta_xxz  difference  K w^2     diff/beta_zxx (%)")
for w in (0.1, 0.25, 0.5, 1.0, 1.5):
    zxx, xxz = bare_beta(Z, X, X, w, w), bare_beta(X, X, Z, w, w)
    print(f"{w:5.2f}   {zxx:.5f}   {xxz:.5f}   {xxz-zxx:.6f}    "
          f"{K*w*w:.6f}  {100*(xxz-zxx)/zxx:.2f}")
print(f"Violation reaches 1 % at w = {one_percent:.3f} eV")
zxx1, xxz1 = bare_beta(Z, X, X, 1.0, 1.0), bare_beta(X, X, Z, 1.0, 1.0)
print(f"At 1 eV: zxx {zxx1/au_beta:.1f}, xxz {xxz1/au_beta:.1f} a.u.")
print(f"Direct driven-state values at 1 eV, no mean field ({U}):")
print(f"  beta_zxx(-2w;w,w)  {direct['bare', 1.0, Z, X, X, 1, 1]:.5f}")
print(f"  beta_xzx(-w;2w,-w) {direct['bare', 1.0, X, Z, X, 2, -1]:.5f}")
print(f"  beta_xxz(-2w;w,w)  {direct['bare', 1.0, X, X, Z, 1, 1]:.5f}")
print(f"  beta_zxx(-w;w,0)   {direct['bare', 1.0, Z, X, X, 1, 0]:.5f}")
print(f"  beta_xzx(-w;w,0)   {direct['bare', 1.0, X, Z, X, 1, 0]:.5f}")
print(f"  beta_xxz(-w;w,0)   {direct['bare', 1.0, X, X, Z, 1, 0]:.5f}")
print(f"Field amplitude per exponential: {FIELD:.1e} V/A")
print(f"Largest relative error, direct against formula: {worst:.1e}")
print(f"Mean field: kappa {KAPPA:.1f} V/(e A^2)")
print(f"  g_zxx {G[Z,X,X]:.1f}, g_zzz {G[Z,Z,Z]:.1f} V/(e^2 A^3)")
print(f"  static beta_zxx {mean_field_beta(Z, X, X, 0.0, 0.0):.5f} {U}")
print(f"  direct values at 1 eV ({U}):")
print(f"  beta_zxx(-2w;w,w)  {direct['mean', 1.0, Z, X, X, 1, 1]:.5f}")
print(f"  beta_xzx(-w;2w,-w) {direct['mean', 1.0, X, Z, X, 2, -1]:.5f}")
print(f"  beta_xxz(-2w;w,w)  {direct['mean', 1.0, X, X, Z, 1, 1]:.5f}")
print(f"Growth exponent 0.05 to 0.1 eV, no mean field: {exponent_bare:.4f}")
print(f"Growth exponent 0.05 to 0.1 eV, mean field: {exponent_mean:.4f}")
print(f"Growth exponent 0.01 to 0.02 eV, complex c: {exponent_complex:.4f}")
print(f"SHG/Pockels violation ratio, random model: {ratio:.4f}")
print("every check passed")
```

Output:

```
Excitation energies O1, O2: 4.0, 6.0 eV
Transition dipoles a, b, c: 1.0, 0.8, 0.5 e A
z dipole of state 0: 0.4 e A
z dipole changes, states 1 and 2: 1.0, 0.6 e A
Static beta_zxx = beta_xxz: 0.19167 e A^3/V^2
  d part: 0.12500, abc part: 0.06667 e A^3/V^2
Static beta in atomic units: 957.7 a.u.
K: 0.043403 e A^3/V^2 per eV^2
K over static beta: 0.2264 per eV^2
SHG, no mean field; beta, difference and K w^2 in e A^3/V^2
w (eV)  beta_zxx  beta_xxz  difference  K w^2     diff/beta_zxx (%)
 0.10   0.19192   0.19235   0.000436    0.000434  0.23
 0.25   0.19324   0.19601   0.002774    0.002713  1.44
 0.50   0.19810   0.20998   0.011881    0.010851  6.00
 1.00   0.22000   0.28457   0.064571    0.043403  29.35
 1.50   0.26828   0.55998   0.291694    0.097656  108.73
Violation reaches 1 % at w = 0.209 eV
At 1 eV: zxx 1099.3, xxz 1422.0 a.u.
Direct driven-state values at 1 eV, no mean field (e A^3/V^2):
  beta_zxx(-2w;w,w)  0.22000
  beta_xzx(-w;2w,-w) 0.22000
  beta_xxz(-2w;w,w)  0.28457
  beta_zxx(-w;w,0)   0.20571
  beta_xzx(-w;w,0)   0.20571
  beta_xxz(-w;w,0)   0.22222
Field amplitude per exponential: 5.0e-04 V/A
Largest relative error, direct against formula: 1.0e-06
Mean field: kappa 0.5 V/(e A^2)
  g_zxx 0.3, g_zzz 0.2 V/(e^2 A^3)
  static beta_zxx 0.10159 e A^3/V^2
  direct values at 1 eV (e A^3/V^2):
  beta_zxx(-2w;w,w)  0.11103
  beta_xzx(-w;2w,-w) 0.11103
  beta_xxz(-2w;w,w)  0.13935
Growth exponent 0.05 to 0.1 eV, no mean field: 2.0038
Growth exponent 0.05 to 0.1 eV, mean field: 2.0029
Growth exponent 0.01 to 0.02 eV, complex c: 1.0004
SHG/Pockels violation ratio, random model: 3.0002
every check passed
```
